# Forces from equilibrated charges: stationarity and the adjoint solve

## 1. What symmetry and dimensions require

Let atomic sites carry charges $q_i$ that minimize an energy $E(R,q)$ at fixed total charge $Q$. Let a second energy $U(R,q)$ be evaluated at these charges without taking part in the minimization. When a nuclear coordinate $x$ changes, the charges follow, and the chain rule gives $U$ the response term

$$\sum_i u_i\frac{dq_i}{dx},\qquad u_i=\frac{\partial U}{\partial q_i}.$$

The displacement disturbs the site potentials $\partial E/\partial q_i$ at a rate $g_i=\partial^2E/\partial x\,\partial q_i$, and to first order the charges respond linearly to that disturbance. The response term is therefore bilinear:

$$\sum_i u_i\frac{dq_i}{dx}=-\sum_{ij}u_iS_{ij}g_j .$$

With energies in eV, lengths in Å and charges in units of $e$, $u$ has the unit eV/$e$, $g$ has eV/($e$ Å), and the result must have eV/Å. Hence $S$ has the unit $e^2$/eV, an inverse hardness.

Charge conservation restricts $S$ further. Adding the same constant $c$ to every site potential adds $cQ$ to $E$ and cannot move charge, so $\sum_jS_{ij}=0$. The responding charges must also sum to zero, so $\sum_iS_{ij}=0$. A uniform $u$ therefore produces no response term. At the constrained minimum, the derivatives $\partial E/\partial q_i$ are uniform. This is why $E$ itself needs no charge derivatives, while a separate $U$ generally does. It remains to find $S$ and to avoid computing the charge derivatives one coordinate at a time.

## 2. The functional and its unique minimum

Take

$$E(R,q)=\chi(R)\cdot q+\tfrac12\,q\cdot A(R)q,\qquad \mathbf 1\cdot q=Q,$$

where $\chi_i$ is a site electronegativity, $A$ is a symmetric hardness matrix, and $\mathbf 1$ is the vector of ones. $Q$ does not depend on $R$. All functions are smooth and no sites coincide.

For a definite model, let site $i$ carry a normalized Gaussian charge density of width $\sigma_i$, proportional to $\exp[-|\mathbf r-\mathbf R_i|^2/(2\sigma_i^2)]$. With $k=e^2/(4\pi\varepsilon_0)$ expressed in eV Å per squared charge unit, the Fourier form of the Coulomb interaction, after the angular integration, is

$$\gamma_{ij}(r)=\frac{2k}{\pi}\int_0^\infty d\kappa\,e^{-\kappa^2s_{ij}^2/4}\,\frac{\sin\kappa r}{\kappa r},\qquad s_{ij}^2=2(\sigma_i^2+\sigma_j^2).$$

Multiply by $r$ and differentiate. The remaining integral is a Gaussian cosine transform:

$$\frac{d(r\gamma_{ij})}{dr}=\frac{2k}{\pi}\int_0^\infty d\kappa\,e^{-\kappa^2s_{ij}^2/4}\cos\kappa r
=\frac{2k}{\sqrt\pi\,s_{ij}}e^{-r^2/s_{ij}^2}.$$

Since $r\gamma_{ij}$ vanishes at $r=0$, integration gives

$$\gamma_{ij}(r)=\frac{k\,\mathrm{erf}(r/s_{ij})}{r},\qquad
\gamma'_{ij}=\frac{2k}{\sqrt\pi\,s_{ij}}\frac{e^{-r^2/s_{ij}^2}}{r}-\frac{k\,\mathrm{erf}(r/s_{ij})}{r^2}.$$

For one site with itself, $s_{ii}=2\sigma_i$ and the limit $r\to0$ is $k/(\sigma_i\sqrt\pi)$. Adding a local hardness $J_i>0$, we set

$$A_{ij}=\gamma_{ij}(r_{ij})\ (i\ne j),\qquad A_{ii}=J_i+\frac{k}{\sigma_i\sqrt\pi}.$$

This matrix is positive definite at every geometry. For any real vector $v\neq0$,

$$v\cdot Av=\sum_iJ_iv_i^2+\frac{k}{2\pi^2}\int\frac{d^3\kappa}{\kappa^2}\left|\sum_iv_ie^{-\kappa^2\sigma_i^2/2}e^{i\boldsymbol\kappa\cdot\mathbf R_i}\right|^2>0 .$$

To impose the constraint, make $E-\mu(\mathbf 1\cdot q-Q)$ stationary:

$$Aq+\chi=\mu\mathbf 1,\qquad \mathbf 1\cdot q=Q. \tag{1}$$

If $\delta$ is any change of the charges with $\mathbf 1\cdot\delta=0$, then

$$E(q+\delta)-E(q)=(Aq+\chi)\cdot\delta+\tfrac12\delta\cdot A\delta
=\tfrac12\delta\cdot A\delta ,$$

because the linear term is $\mu\,\mathbf 1\cdot\delta=0$. The stationary point is thus the unique minimum. The multiplier is the common site potential, and $dE_{\min}/dQ=\sum_i\mu\,dq_i/dQ=\mu$.

The linear system (1) is also regular. If its homogeneous version has a solution $Av+c\mathbf 1=0$, $\mathbf 1\cdot v=0$, multiplication by $v$ gives $v\cdot Av=0$. Hence $v=0$, and then $c=0$. The charges are therefore differentiable functions of the coordinates.

## 3. The minimized functional

A subscript $x$ will denote an explicit derivative at fixed charges. For the energy at the equilibrated charges,

$$\frac{dE}{dx}=\frac{\partial E}{\partial x}+\sum_i\frac{\partial E}{\partial q_i}\frac{dq_i}{dx}
=\frac{\partial E}{\partial x}+\mu\frac{d}{dx}\sum_iq_i .$$

The last term is $\mu\,dQ/dx=0$. Therefore

$$F_x^{(E)}=-\chi_x\cdot q-\tfrac12q\cdot A_xq. \tag{2}$$

The individual derivatives $dq_i/dx$ need not vanish. They drop out because charge moves between sites at equal potential. An environment-dependent electronegativity still contributes through $\chi_x$, which is a derivative of the functional and not of the charges. If the prescribed total charge did vary with $x$, the force would gain $-\mu\,dQ/dx$.

Formula (2) assumes that the minimization is complete. Let an unfinished solution be $q+\delta$ with the correct total charge. Its energy error is $\frac12\delta\cdot A\delta$, but the fixed-charge derivative changes by

$$\frac{\partial E}{\partial x}(q+\delta)-\frac{\partial E}{\partial x}(q)
=(A_xq+\chi_x)\cdot\delta+\tfrac12\delta\cdot A_x\delta .$$

The force error is thus generally of first order in $\delta$, although the energy error is of second order. A small energy error alone does not establish equally accurate forces.

## 4. The separate energy and its adjoint equation

Now let the total energy be $E+U$, with charges still determined by (1). The part of $dU/dx$ that is missing at fixed charges is $u\cdot q'$, where $q'=dq/dx$. Differentiate (1):

$$Aq'+A_xq+\chi_x=\mu'\mathbf 1,\qquad \mathbf 1\cdot q'=0.$$

With $g=A_xq+\chi_x$, this becomes

$$Aq'=\mu'\mathbf 1-g,\qquad \mathbf 1\cdot q'=0. \tag{3}$$

The direct route solves (3) for every coordinate, which means $3N$ right-hand sides for $N$ sites. A single matrix factorization can serve them all, but the solutions themselves are more than the force requires: only their scalar products with $u$ enter.

Choose a vector $\lambda$ and a scalar $\eta$ such that

$$A\lambda+\eta\mathbf 1=u,\qquad \mathbf 1\cdot\lambda=0. \tag{4}$$

This is the adjoint equation. It has the same bordered matrix as the charge problem, and its right-hand side does not refer to $x$. Substitute (4) for $u$:

$$u\cdot q'=(A\lambda)\cdot q'+\eta\,\mathbf 1\cdot q'=\lambda\cdot Aq'.$$

The second term vanished by charge conservation, and the symmetry of $A$ moved it onto $q'$. Now use (3):

$$u\cdot q'=\lambda\cdot(\mu'\mathbf 1-g)=-\lambda\cdot g,$$

where $\mathbf 1\cdot\lambda=0$ removed $\mu'$. Since the force is minus the energy derivative, the response enters with a plus sign:

$$F_x=-\frac{\partial E}{\partial x}-\frac{\partial U}{\partial x}
+\lambda\cdot(A_xq+\chi_x). \tag{5}$$

One adjoint solution serves all $3N$ force components.

The matrix of section 1 follows by eliminating $\eta$. From (4), $\lambda=A^{-1}(u-\eta\mathbf 1)$, and the condition $\mathbf 1\cdot\lambda=0$ fixes $\eta=(\mathbf 1\cdot A^{-1}u)/(\mathbf 1\cdot A^{-1}\mathbf 1)$. Thus $\lambda=Su$ with

$$S=A^{-1}-\frac{A^{-1}\mathbf 1\mathbf 1^{T}A^{-1}}{\mathbf 1\cdot A^{-1}\mathbf 1}.$$

The same elimination in (3) gives $q'=-Sg$. The matrix is symmetric and satisfies $S\mathbf 1=0$, as required.

For a functional $E$ that is not quadratic in $q$, differentiating $\partial E/\partial q_i=\mu$ gives the same equations with $A$ in (3) and (4) replaced by the Hessian $\partial^2E/\partial q_i\partial q_j$, and $g$ by $\partial^2E/\partial x\,\partial q_i$. The Hessian must be positive definite for charge changes of zero sum.

## 5. Limits and the meaning of the adjoint vector

For two sites, put $\lambda=(\ell,-\ell)$ in (4) and subtract the two rows:

$$\ell=\frac{u_1-u_2}{D},\qquad D=A_{11}+A_{22}-2A_{12}.$$

The response contribution to the force is $\ell(g_1-g_2)=(u_1-u_2)(g_1-g_2)/D$. Only potential differences matter. For given differences $u_1-u_2$ and $g_1-g_2$, the term vanishes as $D\to\infty$, the limit of rigid charges, and grows as $D$ decreases and charge transfer becomes softer. In a specific model these differences also change with the hardness, because they depend on the charges.

If $U=E$, then $u=\mu\mathbf 1$, and (4) has the solution $\lambda=0$, $\eta=\mu$. This recovers section 3. If instead one retains only the Coulomb part of the functional as the physical energy, counting the Gaussian self terms $k/(\sigma_i\sqrt\pi)$ with it, its charge derivative is, by (1),

$$\mu-\chi_i-J_iq_i ,$$

which is generally not uniform. Charges obtained from the full functional then do need a response term, even though the retained energy was one of its parts.

The vector $\lambda$ has the unit of charge. To interpret it, minimize $E+\varepsilon U$ at fixed $Q$. Differentiating $Aq+\chi+\varepsilon u=\mu\mathbf 1$ at $\varepsilon=0$ gives

$$A\frac{dq}{d\varepsilon}+u=\frac{d\mu}{d\varepsilon}\mathbf 1,
\qquad \mathbf 1\cdot\frac{dq}{d\varepsilon}=0.$$

Comparison with (4) shows that $dq/d\varepsilon=-\lambda$ and $d\mu/d\varepsilon=\eta$. The adjoint vector is minus the charge transfer that $U$ would begin to cause if it were admitted to the minimization.

## 6. Pair form of the force

Let

$$\chi_i=\chi_i^0+\sum_{j\ne i}f(r_{ij}),\qquad f(r)=b\,e^{-r^2/w^2},$$

$$U=\sum_{i<j}\phi(r_{ij})\left[1+a(q_i^2+q_j^2)\right],\qquad \phi(r)=B e^{-r/\rho}.$$

A change of $r_{ij}$ alters two equal off-diagonal elements of $A$ and the electronegativities of both sites. Its contribution to $\lambda\cdot g$ is

$$(\lambda_iq_j+\lambda_jq_i)\gamma'_{ij}+(\lambda_i+\lambda_j)f'_{ij}.$$

Subtracting this from the explicit derivative of $E+U$ gives the pair coefficient

$$T_{ij}=(q_iq_j-\lambda_iq_j-\lambda_jq_i)\gamma'_{ij}
+(q_i+q_j-\lambda_i-\lambda_j)f'_{ij}
-\frac{\phi_{ij}}{\rho}\left[1+a(q_i^2+q_j^2)\right].$$

The force on site $i$ is $\mathbf F_i=-\sum_{j\ne i}T_{ij}(\mathbf R_i-\mathbf R_j)/r_{ij}$. Each pair contributes opposite forces along its connecting line, so the net force and net torque vanish. The force is still not pairwise additive in origin, because $q$ and $\lambda$ depend on all sites.

## 7. A three-site example

Consider a neutral planar model with sites at $(0,0)$, $(1.5,0)$ and $(-0.5,1.8)$ Å. Its round parameters represent no particular material: $\chi^0=(2,6,7)$ eV/$e$, $J=(4,5,6)$ eV/$e^2$, $\sigma=(0.8,0.6,0.6)$ Å, $b=0.5$ eV/$e$, $w=2.0$ Å, $B=200$ eV, $\rho=0.3$ Å and $a=2.0$ $e^{-2}$. For the pairs 12, 13 and 23 they give $\phi_{ij}=(1.3476,0.3950,0.0255)$ eV, $\gamma'_{ij}=(-3.0581,-2.7972,-1.9529)$ eV/($e^2$ Å) and $f'_{ij}=(-0.2137,-0.1952,-0.1101)$ eV/($e$ Å). The first row of $A$ is $(14.155,8.317,7.232)$ eV/$e^2$. The smallest eigenvalue of $A$ is 7.02 eV/$e^2$, and equation (1) gives

$$q=(0.3999,-0.1894,-0.2106)\ e,\qquad \mu=5.057\ \text{eV}/e.$$

For the separate energy, $u_i=2aq_i\sum_{j\ne i}\phi_{ij}$. At site 1,

$$u_1=2(2.0)(0.3999)(1.3476+0.3950)=2.787\ \text{eV}/e.$$

The other components are $-1.040$ and $-0.354$ eV/$e$. The adjoint solution is

$$\lambda=(0.3292,-0.2087,-0.1205)\ e,\qquad \eta=0.735\ \text{eV}/e.$$

The first row of (4) reads $4.660-1.736-0.871+0.735=2.788$ eV/$e$, which agrees with $u_1$ to rounding.

Now move site 2 along $x$. The distance $r_{12}$ grows at unit rate, and $r_{23}$ at the rate $2.0/2.6907=0.7433$. The components of $g$, in eV/($e$ Å), are

$$g_1=(-3.0581)(-0.1894)-0.2137=0.365,$$

$$g_2=(-3.0581)(0.3999)-0.2137+0.7433\,[(-1.9529)(-0.2106)-0.1101]=-1.213,$$

$$g_3=0.7433\,[(-1.9529)(-0.1894)-0.1101]=0.193.$$

The adjoint route gives

$$-\lambda\cdot g=-(0.1203+0.2531-0.0233)=-0.350\ \text{eV/Å}.$$

The direct route uses the charge derivatives $(-0.0894,0.1012,-0.0118)$ $e$/Å, obtained by re-equilibrating at displaced positions:

$$u\cdot q'=-0.2491-0.1052+0.0042=-0.350\ \text{eV/Å}.$$

The signs have a direct reading. Moving site 2 outward reduces the magnitudes of $q_1$ and $q_2$, and $U$ increases with the squared charges. Their relaxation lowers $U$ and so adds an outward force. Site 3 becomes slightly more negative and gives the small opposite contribution.

For $E$ alone, the fixed-charge force on site 2 along $x$ is $-0.161$ eV/Å, equal to the difference result at the printed precision. The explicit force from $U$ is

$$\frac{1.3476}{0.3}(1.3916)+0.7433\,\frac{0.0255}{0.3}(1.1604)
=6.251+0.073=6.324\ \text{eV/Å},$$

where the factors in parentheses are $1+a(q_i^2+q_j^2)$. The complete force is then

$$F_{2x}=-0.161+6.324+0.350=6.513\ \text{eV/Å}.$$

Differences of the re-equilibrated total energy give the same value. Without the response term the result is 6.163 eV/Å, about 5% below the complete force. Along $y$, the fixed-charge value is $-0.089$ eV/Å and the complete value $-0.026$ eV/Å. The relative size of the omission in one component is therefore no guide to another.

The force identities were also tested against central differences for a five-site, three-dimensional cluster with total charge $1\,e$. The agreement required was $10^{-6}$ eV/Å plus $10^{-5}$ of the component's magnitude.

## 8. Work done by an incomplete force

Let $\mathbf F^{\rm fix}$ be the force from $E+U$ without the response term. Along a path on which the charges remain equilibrated,

$$d(E+U)=-\mathbf F^{\rm fix}\cdot d\mathbf R+u\cdot dq .$$

The total energy returns to its initial value around a closed path, so

$$\oint\mathbf F^{\rm fix}\cdot d\mathbf R=\oint u\cdot dq.$$

In the present model $u\cdot dq=a\sum_i(\sum_{j\ne i}\phi_{ij})\,d(q_i^2)$. Because the weights vary with geometry, this need not be an exact differential. When site 3 is taken once counterclockwise around a circle of radius 0.30 Å centred on its original position, the incomplete force does work $-0.0139$ eV. The complete force gives zero to numerical roundoff. Used in dynamics, the incomplete force would therefore not conserve $E+U$ plus kinetic energy.

Zero loop work does not by itself prove that a force belongs to $E+U$. If $U$ depended on the charges alone, $u\cdot dq=dU$ would be exact and the loop work would vanish. The fixed-charge force would then be minus the derivative of $E$ alone, with the contribution of $U$ missing altogether.

## 9. Minimizing the sum instead

The adjoint term can be avoided by choosing the charges to minimize $E+U$. At that minimum, $\partial(E+U)/\partial q_i$ is uniform, and the argument of section 3 applies to the sum:

$$F_x^{\rm joint}=-\left.\frac{\partial(E+U)}{\partial x}\right|_{q=q^{\rm joint}} .$$

Here $U$ is quadratic in the charges. It adds the positive diagonal matrix $G$, with $G_{ii}=2a\sum_{j\ne i}\phi_{ij}$, to the hardness, so the joint minimum is unique.

This is a different model. The joint charges are $(0.222,-0.082,-0.140)$ $e$, and the total energy falls from 1.589 to 1.273 eV. The force on site 2 along $x$ becomes 5.035 eV/Å, instead of 6.513 eV/Å. Both forces are correct derivatives, each of its own energy surface.

The joint charges also show the limited reach of the linear response in section 5. Extrapolating it to $\varepsilon=1$ would give $q_1-\lambda_1=0.071\,e$, far from $0.222\,e$. To see why, subtract the two stationarity conditions and use $Gq=u$:

$$(A+G)(q^{\rm joint}-q)=(\mu^{\rm joint}-\mu)\mathbf 1-u .$$

The finite charge transfer is governed by $A+G$, whereas $\lambda$ is governed by $A$. At site 1, $G_{11}=4(1.743)=6.97$ eV/$e^2$ is added to $A_{11}=14.16$ eV/$e^2$, and at site 2, $G_{22}=4(1.373)=5.49$ eV/$e^2$ to $A_{22}=18.54$ eV/$e^2$. For charge changes $\delta$ of zero sum, the only ones allowed, the ratio $(\delta\cdot G\delta)/(\delta\cdot A\delta)$ lies between 0.23 and 0.87, so $G$ is not a small correction. The force formula (5) is unaffected, because it needs the derivative at $\varepsilon=0$ and no extrapolation.

## Calculated quantities

```
Three-site model, total charge 0; site order 1 2 3
Coulomb constant k: 14.39965 eV Ang/e^2
position of site 1 (x y): 0.00 0.00 Ang
position of site 2 (x y): 1.50 0.00 Ang
position of site 3 (x y): -0.50 1.80 Ang
chi0: 2.00 6.00 7.00 eV/e
J: 4.00 5.00 6.00 eV/e^2
sigma: 0.80 0.60 0.60 Ang
chi environment: b = 0.5 eV/e, w = 2.0 Ang
U: B = 200.0 eV, rho = 0.3 Ang, a = 2.0 1/e^2
pair 1-2 distance: 1.50000 Ang
pair 1-2 dgamma/dr: -3.05805 eV/(e^2 Ang)
pair 1-2 df/dr: -0.21367 eV/(e Ang)
pair 1-2 B exp(-r/rho): 1.34759 eV
pair 1-3 distance: 1.86815 Ang
pair 1-3 dgamma/dr: -2.79716 eV/(e^2 Ang)
pair 1-3 df/dr: -0.19518 eV/(e Ang)
pair 1-3 B exp(-r/rho): 0.39500 eV
pair 2-3 distance: 2.69072 Ang
pair 2-3 dgamma/dr: -1.95290 eV/(e^2 Ang)
pair 2-3 df/dr: -0.11009 eV/(e Ang)
pair 2-3 B exp(-r/rho): 0.02546 eV
A row 1: 14.15516 8.31710 7.23206 eV/e^2
A row 2: 8.31710 18.54022 5.34346 eV/e^2
A row 3: 7.23206 5.34346 19.54022 eV/e^2
smallest eigenvalue of A: 7.01771 eV/e^2
chi: 2.49384 6.36672 7.29078 eV/e
charges q: 0.39991 -0.18936 -0.21055 e
multiplier mu: 5.05697 eV/e
E: -0.87167 eV
U: 2.46116 eV
u = dU/dq: 2.78749 -1.03999 -0.35410 eV/e
adjoint lambda: 0.32918 -0.20867 -0.12050 e
adjoint eta: 0.73497 eV/e
Moving site 2 along x:
g = A_x q + chi_x: 0.36540 -1.21280 0.19304 eV/(e Ang)
dq/dx by differences: -0.08935 0.10117 -0.01181 e/Ang
u.dq/dx: -0.35010 eV/Ang
-lambda.g: -0.35010 eV/Ang
Forces on site 2 (x y):
E only, fixed charges: -0.16144 -0.02263 eV/Ang
E only, differences: -0.16144 -0.02263 eV/Ang
E+U, fixed charges: 6.16260 -0.08850 eV/Ang
E+U, with adjoint term: 6.51270 -0.02554 eV/Ang
E+U, differences: 6.51270 -0.02554 eV/Ang
joint minimization: 5.03473 -0.05842 eV/Ang
joint charges: 0.22207 -0.08225 -0.13983 e
E+U sequential, joint: 1.58949 1.27342 eV
loop radius, site 3: 0.30 Ang
loop work, fixed-charge force: -0.013903 eV
loop work, complete force: 1.5e-16 eV
```
